How Fast Voltage Pulses and Injected Electrons Travel in a Quantum Wire

**The argument under review**

The argument concerns a long, clean, single-channel wire with repulsion between its electrons. It runs as follows. Electrons that carry current sit near the two Fermi points and move at ±vF. A voltage pulse produces an excess of right-movers. The excess therefore reaches a detector at distance d after the time d/vF. For the same reason, an electron injected at the right Fermi point travels to the right as one whole charge.

Without interaction both conclusions are correct. With interaction the premise of motion at ±vF still describes the bare particles, but the conclusions do not follow. A bunch of extra charge repels its surroundings, and this force acts on the right-movers and the left-movers alike. The argument must say how the densities move under their own force, and it does not.

**Model and density commutators**

I take an infinite, uniform, spinless wire with linearised bands. The right-moving and left-moving densities ρR and ρL are measured from the ground state, and n = ρR + ρL. A nearby gate screens the repulsion. Its range is short compared with the pulse, but long enough compared with the Fermi wavelength that scattering between the branches can be neglected. Then

H = H0 + (V0/2) ∫ n² dx,

where H0 is the kinetic energy. On a ring of length L, the right-moving density has the Fourier components

ρ_q = Σ_k c†_k c_(k+q), ρR(x) = (1/L) Σ_q ρ_q exp(iqx).

Each term of ρ_q lowers the kinetic energy by ħvF q, so [ρ_q, H0] = ħvF q ρ_q. In position space this reads ∂tρR = −vF ∂xρR, which is the free motion the argument relies on.

The interaction enters through the commutator of two densities:

[ρ_q, ρ_(−q)] = Σ_k (n_k − n_(k+q)).

Shifting the summation index would suggest zero, but both sums are infinite because the Fermi sea is filled downwards. Start the sum at a momentum k0 deep in the sea. The terms above k0 + q cancel, leaving the occupied states between k0 and k0 + q. There are qL/2π of them, so

[ρ_q, ρ_(−q)] = qL/2π.

For q′ ≠ −q the same shift leaves hopping terms deep in the filled sea, which vanish on the states considered. Transforming back gives

[ρR(x), ρR(y)] = (1/2πL) Σ_q q exp(iq(x−y)) = −(i/2π) ∂xδ(x−y).

The left branch is filled towards large positive k, so its commutator has the opposite sign. Densities of different branches commute.

**The missing force**

Since the commutator is a number,

[ρR(x), (V0/2)∫n² dy] = V0 ∫ n(y) [ρR(x), ρR(y)] dy = −(iV0/2π) ∂xn(x).

Dividing by iħ gives the contribution to ∂tρR. An external potential energy U(x,t), with force F = −∂xU, adds −(1/2πħ)∂xU = F/(2πħ) by the same calculation. Hence

∂tρR = −vF ∂xρR − (V0/2πħ) ∂xn + F/(2πħ),
∂tρL = +vF ∂xρL + (V0/2πħ) ∂xn − F/(2πħ).

In the sum, the interaction and the external force cancel:

∂tn = −∂xj, with j = vF(ρR − ρL).

This part of the intuition survives: vF fixes the current carried by a given imbalance between the branches. In the difference, the two terms add. After multiplication by vF,

∂tj = −vF²(1 + g) ∂xn + vF F/(πħ), with g = V0/(πħvF).

Where F = 0, differentiate the continuity equation in time and insert this result:

∂t²n = −∂x∂tj = vF²(1 + g) ∂x²n.

The pulse velocity is therefore

v = vF √(1 + g) = vF/K, with K = 1/√(1 + g).

Repulsion gives K < 1 and a pulse faster than vF. Such a plasmon is not a packet of right-movers. A right-going pulse has j = vn, so (ρR − ρL)/n = v/vF = 1/K, and therefore

ρR = n(1 + 1/K)/2, ρL = n(1 − 1/K)/2.

For K < 1 the second density has the opposite sign to n: the pulse carries a depletion of left-movers along with it. No single electron has to outrun vF, because what travels is a collective pattern in both branches.

**Numbers, and a check with fermions**

Take the round model values vF = 3.0×10⁵ m/s and V0 = 1.10 eV nm. With πħvF = 0.6204 eV nm,

g = 1.10/0.6204 = 1.773, K = 1/√2.773 = 0.6005,

and v = 3.0×10⁵/0.6005 = 5.00×10⁵ m/s. Over 10 µm the argument under review predicts 33.3 ps. The plasmon needs 20.0 ps.

The density equations can be checked without assuming them, by diagonalizing interacting fermions on a ring in a basis of Slater determinants. The calculation keeps the interaction at the two longest wavelengths and limits the excitation level in each branch. In units of 2πħvF/L, free particle-hole pairs would give a gap of 1 at one quantum of momentum. The computed gap is 1.6653, equal to 1/K to the digits shown. At two quanta the lowest two gaps are 3.3307 and 3.3308, against 2/K = 3.3306. The small excess comes from the level limit of 10; it is larger at limit 8 (3.3319 and 3.3333) and both gaps reach 3.3306 at limit 12. They correspond to two plasmons of the longest wavelength and one of the next.

A second test adds a right-moving electron to the correlated ground state and follows its density. For one Fourier component, the equations of motion are ∂tn_q = −iq j_q and ∂tj_q = −iqv² n_q, with the solution

n_q(t) = n_q(0) cos(vqt) − i [j_q(0)/v] sin(vqt).

At time L/(2πvF) the fermion calculation gives −0.0464 − 0.2840i for the longest wavelength. The formula gives −0.0463 − 0.2840i with v = vF/K, but 0.2653 − 0.3997i if v is replaced by vF. Both predictions start from the same computed initial values, so this test bears on the velocity and not on the charge fractions derived next.

**What becomes of one injected electron**

Define

n₊ = (n + j/v)/2, n₋ = (n − j/v)/2.

Without external force,

∂tn± = (−∂xj ∓ v ∂xn)/2 = ∓v ∂xn±,

so n₊ moves rigidly to the right and n₋ to the left. These equations are linear and hold for mean values in any state of the model.

Now add an electron in a localised packet at the right Fermi point. The number of right-movers rises by one and the number of left-movers is unchanged. Whatever the shape of the packet, the excess mean density and current satisfy

∫ n dx = 1, ∫ j dx = vF(1 − 0) = vF.

The current integral contains vF, whereas the travelling parts contain v. Integrating n± gives the charges, in units of the electron's charge:

Q₊ = (1 + vF/v)/2 = (1 + K)/2,
Q₋ = (1 − vF/v)/2 = (1 − K)/2.

In the example these are 1.6005/2 = 0.800 to the right and 0.3995/2 = 0.200 to the left. A direct integration of the first-order equations for n and j, from a packet of width 0.50 µm, gives 0.8002 and 0.1998 and pulse velocities of ±5.00×10⁵ m/s.

The limits are instructive. For K = 1 the whole charge goes right, as the argument claims. As K → 0 within this model, the charge divides equally, because the initial current becomes negligible compared with what a one-way pulse at speed v would carry. For attraction with −1 < g < 0, K exceeds 1, the pulse is slower than vF, and Q₋ is negative. At g = −1 the velocity vanishes and the uniform state loses its stability.

The electron number remains one. The fractions are mean charges in two separated regions. The derivation does not give the probabilities of individual detector readings.

**A voltage pulse is a different initial condition**

The fractions (1 ± K)/2 must not be transferred to a voltage pulse. Let an external voltage drop V(t) act at x = 0, with its sign chosen so that positive eV pushes carriers to the right: F = eV(t)δ(x). The force enters ∂tj as vF F/(πħ), and n± contains ±j/(2v), so

∂tn± ± v ∂xn± = ± vF F/(2πħv) = ± K F/h.

Before the pulse the wire is undisturbed, so n₊ = 0 on the left of the source and n₋ = 0 on the right. Integrating across x = 0 gives

v n₊(0⁺) = K eV/h, v n₋(0⁻) = −K eV/h.

Since j = v(n₊ − n₋), the particle current is KeV/h on both sides, as continuity requires. The charges launched are

Q_right = +K (e/h) ∫ V dt, Q_left = −K (e/h) ∫ V dt.

A count of electrons confirms this. For ∫V dt = h/e, the force terms raise the number of right-movers by one and lower the number of left-movers by one. The added right-mover sends (1 + K)/2 to the right. The missing left-mover sends −(1 − K)/2 there. Their sum is K.

For a Gaussian pulse with a standard deviation of 1.0 ps and a peak of 1.650 mV, the area is 1.650 × 1.0 × √(2π) = 4.136 mV ps, which is h/e. The integration gives charges of +0.6005 and −0.6005 and a travel time of 20.02 ps over 10 µm.

**Contacts change what is counted**

An experiment may have a finite wire between leads in which the interaction is negligible. Let g depend on position. The force term becomes −vF² ∂x[(1 + g)n], so (1 + g)n must be continuous at a contact; a jump would produce an infinite force. The current j must also be continuous.

Take contacts that are abrupt on the scale of the pulse, though smooth on the scale of the Fermi wavelength. A more gradual contact spreads the reflections out in time: for a tanh profile of width 1 µm and the parameters above, the reflected peak falls from 0.25 to 0.09 of the incident peak, while the total transmitted charge found below is unchanged. Let a pulse of unit charge arrive from the left lead, with r the reflected and t the transmitted charge. In the wire n = j/v and 1 + g = 1/K², so vF(1 + g)n = j/K. The two conditions are

1 − r = t, 1 + r = t/K.

Eliminating t gives K(1 + r) = 1 − r, hence

r = (1 − K)/(1 + K).

At the far contact, let s be the fraction reflected and t′ the fraction transmitted. Then 1 − s = t′ and (1 + s)/K = t′, so s = −r and t′ = 1 + r. The first pulse to leave carries

t t′ = (1 − r)(1 + r) = 1 − r² = 4K/(1 + K)².

Each further round trip adds two internal reflections and a factor (−r)² = r². The total transmitted charge is

(1 − r²)(1 + r² + r⁴ + …) = (1 − r²)/(1 − r²) = 1.

Here r = 0.3995/1.6005 = 0.250, and the first transmitted charge is 0.938. It crosses the 10 µm wire in 20.02 ps, and later pulses follow at intervals of about 40 ps. After 180 ps the integrated transmitted charge is 1.0000, with 0.0001 still counted as net reflection.

A measurement slow enough to collect all these pulses therefore finds a mean transmitted charge equal to the whole incident charge. A reservoir bias V feeds an excess particle current eV/h into the lead, all of it is eventually transmitted, and the conductance is e²/h. The factor K found above belongs to a voltage applied inside an infinite interacting wire. A conductance of e²/h is thus no evidence that pulses travel at vF.

**Conditions on the corrected claim**

The relation v = vF/K also has conditions. Let g4 and g2, written as velocities, describe the interaction within a branch and between branches:

∂tρR = −∂x[(vF + g4)ρR + g2ρL],
∂tρL = +∂x[g2ρR + (vF + g4)ρL].

With D = ρR − ρL, adding and subtracting gives

∂tn = −(vF + g4 − g2) ∂xD, ∂tD = −(vF + g4 + g2) ∂xn.

The squared velocity is the product of the two coefficients, and K² is their ratio:

v² = (vF + g4)² − g2², K² = (vF + g4 − g2)/(vF + g4 + g2).

Hence vK = vF + g4 − g2, which equals vF when g4 = g2. The density interaction used above has g4 = g2 = V0/(2πħ). The current is now j = (vF + g4 − g2)D = vK D, so an added right-mover has ∫j dx = vK and still splits into (1 ± K)/2.

The difference can be large. For g2 = 0.80 vF and g4 = 0.30 vF, K = √(0.5/2.1) = 0.488 and v = √(1.69 − 0.64) vF = 1.025 vF, whereas vF/K would be 2.049 vF. The charges are 0.744 and 0.256. An arrival time close to d/vF would here accompany a strong splitting, so timing alone does not establish that interactions are weak.

With spin, and the same V0 between all electrons, each spin species feels the force of the total density. Summing over the two species doubles the interaction term, so

v_c = vF √(1 + 2g) = vF/Kc, Kc = 1/√(1 + 2g).

In the difference between the species the common force cancels, and the spin density moves at vF. For the parameters above, Kc = 0.469 and the charge mode moves at 2.13 vF. An injected spin-up right-mover sends charges 0.7345 and 0.2655 to the right and left, while its spin travels right at vF without charge. In this model, d/vF is the arrival time of the spin.

If the repulsion is not well screened on the scale of the pulse, V0 is replaced by its Fourier component V(q). The velocity then depends on q, and the pulse changes shape as it travels. Whether the model value V0 = 1.10 eV nm counts as short-ranged depends on the device. For a thin wire of radius a at distance D from a gate, V0 ≈ (e²/2πε) ln(2D/a). With relative permittivity 12.9 and a = 10 nm this requires D ≈ 690 nm, comparable with the 0.50 µm packet, whose peak then arrives after about 21.7 ps at 0.83 of the height. With permittivity 7 and a = 5 nm, D ≈ 36 nm suffices and the peak arrives after 20.1 ps. Band curvature, disorder and scattering between the branches lie outside the derivation.

The manuscript should therefore replace d/vF by d/v, state which couplings determine v, and distinguish an added electron from an applied voltage. The values used here are listed in the numerical output.

Computed results

```
Fermi velocity vF = 3.000e+05 m/s
interaction V0 = 1.10 eV nm
pi hbar vF = 0.6204 eV nm
g = 1.7732 (dimensionless)
K = 0.6005 (dimensionless)
plasmon velocity vF/K = 4.9959e+05 m/s
distance = 10.0 um
time at vF = 33.33 ps, at vF/K = 20.02 ps
fermion ring, gap at 1 momentum quantum = 1.6653 (2 pi hbar vF/L)
fermion ring, gaps at 2 quanta = 3.3307, 3.3308 (same unit)
formula 1/K = 1.6653, 2/K = 3.3306 (same unit)
added electron, ring time = 1.0 L/(2 pi vF)
density harmonic, fermions: -0.0464-0.2840j (dimensionless)
density harmonic, speed vF/K: -0.0463-0.2840j (dimensionless)
density harmonic, speed vF: 0.2653-0.3997j (dimensionless)
injected packet width (standard deviation) = 0.50 um
injected electron, right charge: grid 0.8002, (1+K)/2 = 0.8002 e
injected electron, left charge: grid 0.1998, (1-K)/2 = 0.1998 e
grid pulse velocities = 4.9959e+05, -4.9959e+05 m/s
voltage pulse: width 1.0 ps, peak 1.650 mV, area h/e
voltage pulse charges: right 0.6005, left -0.6005 e
voltage pulse travel time over 10 um = 20.02 ps
leads, first reflected charge: grid 0.2496, formula 0.2496 e
leads, first transmitted charge: grid 0.9377, formula 0.9377 e
leads, transit time of first pulse = 20.02 ps
leads, total transmitted charge after 180 ps = 1.0000 e
leads, net reflected charge after 180 ps = 0.0001 e
unequal couplings: g2 = 0.80 vF, g4 = 0.30 vF, K = 0.4880
unequal couplings: true v = 1.0247 vF, vF/K would be 2.0494 vF
unequal couplings: charges right 0.7440, left 0.2560 e
with spin, same V0: Kc = 0.4690 (dimensionless)
with spin: charge mode 2.1322 vF, spin mode 1.0000 vF
with spin: charges right 0.7345, left 0.2655 e
```
